# Polynomials in Jx, Jy, Jz That Commute with All Three Components: verification in Python

```python
"""
Result under test: every polynomial in Jx, Jy, Jz that commutes with all three
components is a polynomial in X = J^2, where [J_i, J_j] = i eps_ijk J_k, hbar = 1.

S(f)  : symmetrised ordering of a commuting polynomial f(x, y, z)
L_k   : -i eps_kij x_i d/dx_j, rotation generator on commuting polynomials
D(P)  : sum_k [J_k, [J_k, P]]
q_k   : polynomial with S(r^(2k)) = q_k(X);
        q_k(j(j+1)) = (2k+1)/(2j+1) * sum_m m^(2k) on spin j

Both kinds of polynomial are stored as {(a, b, c): coefficient}. For operators
the key means the ordered product Jx^a Jy^b Jz^c. Coefficients are exact.
"""
from functools import lru_cache
from itertools import permutations, product
from math import factorial
import random
import numpy as np
import sympy as sp
from scipy.linalg import block_diag
from sympy import QQ, QQ_I

ONE, IMAG = QQ_I(1, 0), QQ_I(0, 1)


def num(p, q=1):
    return QQ_I(QQ(int(p), int(q)), 0)


def eps(a, b, c):
    return (a - b) * (b - c) * (c - a) // 2


def combine(*pairs):
    """Sum of coefficient * polynomial, with zero terms dropped."""
    out = {}
    for factor, poly in pairs:
        for e, c in poly.items():
            out[e] = out.get(e, num(0)) + factor * c
    return {e: c for e, c in out.items() if c != num(0)}


def same(A, B):
    return not combine((ONE, A), (-ONE, B))


def word_of(e):
    return (0,) * e[0] + (1,) * e[1] + (2,) * e[2]


@lru_cache(maxsize=None)
def normal(word):
    """Ordered form of a product of components, from the commutators only."""
    for p in range(len(word) - 1):
        a, b = word[p], word[p + 1]
        if a > b:
            c = 3 - a - b
            swapped = normal(word[:p] + (b, a) + word[p + 2:])
            shorter = normal(word[:p] + (c,) + word[p + 2:])
            return combine((ONE, swapped), (IMAG * num(eps(a, b, c)), shorter))
    return {tuple(word.count(i) for i in range(3)): ONE}


def mul(A, B):
    return combine(*[(ca * cb, normal(word_of(ea) + word_of(eb)))
                     for ea, ca in A.items() for eb, cb in B.items()])


def comm(A, B):
    return combine((ONE, mul(A, B)), (-ONE, mul(B, A)))


@lru_cache(maxsize=None)
def sym_monomial(e):
    words = sorted(set(permutations(word_of(e))))
    return combine(*[(num(1, len(words)), normal(w)) for w in words])


def S(f):
    return combine(*[(c, sym_monomial(e)) for e, c in f.items()])


def degree(P):
    return max((sum(e) for e in P), default=-1)


def symbol(P):
    """Find f with S(f) = P by removing the leading degree repeatedly."""
    f = {}
    while P:
        top = degree(P)
        lead = {e: c for e, c in P.items() if sum(e) == top}
        f = combine((ONE, f), (ONE, lead))
        P = combine((ONE, P), (-ONE, S(lead)))
        assert degree(P) < top
    return f


def shifted(e, changes):
    e = list(e)
    for i, d in changes:
        e[i] += d
    return tuple(e)


def L(k, f):
    i, j = (k + 1) % 3, (k + 2) % 3
    terms = []
    for e, c in f.items():
        if e[j]:
            terms.append((-IMAG * num(e[j]) * c, {shifted(e, [(i, 1), (j, -1)]): ONE}))
        if e[i]:
            terms.append((IMAG * num(e[i]) * c, {shifted(e, [(j, 1), (i, -1)]): ONE}))
    return combine(*terms)


def L2(f):
    return combine(*[(ONE, L(k, L(k, f))) for k in range(3)])


def laplacian(f):
    return combine(*[(c * num(e[i] * (e[i] - 1)), {shifted(e, [(i, -2)]): ONE})
                     for e, c in f.items() for i in range(3) if e[i] > 1])


def times_r2(f):
    return combine(*[(c, {shifted(e, [(i, 2)]): ONE})
                     for e, c in f.items() for i in range(3)])


def monomials(n):
    return [(a, b, n - a - b) for a in range(n + 1) for b in range(n - a + 1)]


def to_complex(c):
    return complex(float(c.x), float(c.y))


def show(coeffs, name):
    parts = [f"({c})*{name}^{m}" for m, c in enumerate(coeffs) if c != 0]
    return " + ".join(reversed(parts))


UNIT = {(0, 0, 0): ONE}
J = [normal((i,)) for i in range(3)]
X = combine(*[(ONE, normal((i, i))) for i in range(3)])
Xpow, r2pow = [UNIT], [UNIT]
for _ in range(3):
    Xpow.append(mul(Xpow[-1], X))
    r2pow.append(times_r2(r2pow[-1]))


def in_X(coeffs):
    return combine(*[(num(sp.Rational(c).p, sp.Rational(c).q), Xpow[m])
                     for m, c in enumerate(coeffs)])


print("All quantities are dimensionless (hbar = 1); X = J^2")

# Rotations pass through the symmetrised ordering; L^2 in terms of the Laplacian
checked = 0
for n in range(6):
    for e in monomials(n):
        f = {e: ONE}
        for k in range(3):
            assert same(comm(J[k], S(f)), S(L(k, f)))
            checked += 1
        rhs = combine((-ONE, times_r2(laplacian(f))), (num(n * (n + 1)), f))
        assert same(L2(f), rhs)
print("identities [J_k,S(f)] = S(L_k f) checked, degree 0 to 5:", checked)

# Multiplication by r^2 is adjoint to the Laplacian
random.seed(3)


def inner(f, g):
    total = num(0)
    for e in f:
        if e in g:
            weight = factorial(e[0]) * factorial(e[1]) * factorial(e[2])
            total = total + f[e] * g[e] * num(weight)
    return total


for n in range(2, 7):
    f = {e: num(random.randint(1, 9)) for e in monomials(n)}
    g = {e: num(random.randint(1, 9)) for e in monomials(n - 2)}
    assert inner(times_r2(g), f) == inner(g, laplacian(f))

# Harmonic content of homogeneous polynomials from the spectrum of L^2
for n in (5, 6):
    basis = monomials(n)
    matrix = np.zeros((len(basis), len(basis)), complex)
    for col, e in enumerate(basis):
        for e2, c in L2({e: ONE}).items():
            matrix[basis.index(e2), col] = to_complex(c)
    found = np.sort(np.linalg.eigvals(matrix).real)
    expected = sorted(l * (l + 1) for l in range(n, -1, -2) for _ in range(2 * l + 1))
    assert np.allclose(found, expected, atol=1e-6)
    values, counts = np.unique(np.rint(found).astype(int), return_counts=True)
    text = ", ".join(f"{v} (x{c})" for v, c in zip(values, counts))
    print(f"L^2 eigenvalues (multiplicity), degree {n}: {text}")

# Brute-force count of all commuting polynomials, without the theorem
basis = [e for n in range(7) for e in monomials(n)]
place = {e: i for i, e in enumerate(basis)}
matrix = np.zeros((3 * len(basis), len(basis)), complex)
for col, e in enumerate(basis):
    for k in range(3):
        for e2, c in comm(J[k], {e: ONE}).items():
            matrix[k * len(basis) + place[e2], col] = to_complex(c)
print("max degree | all ordered monomials | independent commuting polynomials")
for n in range(7):
    size = sum(len(monomials(d)) for d in range(n + 1))
    sv = np.linalg.svd(matrix[:, :size], compute_uv=False)
    null = int(np.sum(sv < 1e-9 * max(1.0, sv[0])))
    assert null == n // 2 + 1
    print(f"  {n} | {size} | {null}")
for power in Xpow:
    assert all(not comm(Jk, power) for Jk in J)

# q_k from power sums over m, compared with the symmetrised product itself
xs = sp.Symbol("X")


def power_sum_value(k, twoj):
    total = sum(sp.Rational(t, 2) ** (2 * k) for t in range(-twoj, twoj + 1, 2))
    return sp.Rational(2 * k + 1, twoj + 1) * total


def q_coeffs(k):
    points = [(sp.Rational(t * (t + 2), 4), power_sum_value(k, t))
              for t in range(k + 1)]
    return sp.Poly(sp.interpolate(points, xs), xs).all_coeffs()[::-1]


q = {k: q_coeffs(k) for k in range(1, 5)}
for k in (1, 2, 3):
    assert same(S(r2pow[k]), in_X(q[k]))
for k in q:
    print(f"S(r^{2 * k}) = {show(q[k], 'X')}")


# Projection on the rotation-invariant part, for x^(2k) and for Jx^(2k)
def D(P):
    return combine(*[(ONE, comm(Jk, comm(Jk, P))) for Jk in J])


def invariant_part(P, n, casimir):
    for l in range(1, n + 1):
        P = combine((ONE, P), (-num(1, l * (l + 1)), casimir(P)))
    return P


for k in (1, 2, 3):
    x_power = {(2 * k, 0, 0): ONE}
    average = combine((num(1, 2 * k + 1), r2pow[k]))
    assert same(invariant_part(x_power, 2 * k, L2), average)
    if k < 3:
        target = in_X([c / (2 * k + 1) for c in q[k]])
        assert same(invariant_part(x_power, 2 * k, D), target)

# Contractions used to reduce the first example by hand
X_minus_1, X_minus_3 = in_X([-1, 1]), in_X([-3, 1])
for j in range(3):
    left = combine(*[(ONE, normal((i, j, i))) for i in range(3)])
    assert same(left, mul(X_minus_1, J[j]))
    for k in range(3):
        left = combine(*[(ONE, normal((i, j, k, i))) for i in range(3)])
        right = combine((ONE, mul(X_minus_3, normal((j, k)))),
                        (num(int(j == k)), X),
                        *[(IMAG * num(eps(j, k, l)), J[l]) for l in range(3)])
        assert same(left, right)
triple = combine(*[(num(eps(j, k, l)), normal((l, j, k)))
                   for j, k, l in product(range(3), repeat=3)])
assert same(triple, combine((IMAG, X)))
four = combine(*[(ONE, normal((j, k, j, k))) for j, k in product(range(3), repeat=2)])
assert same(four, in_X([0, -1, 1]))

# Example A: P = sum_ijk Ji Jj Jk Ji Jj Jk, through its symmetrised form
P = combine(*[(ONE, normal((i, j, k, i, j, k)))
              for i, j, k in product(range(3), repeat=3)])
f = symbol(P)
radial = []
for m in range(4):
    c = f.get((2 * m, 0, 0), num(0))
    assert c.y == 0
    radial.append(sp.Rational(int(c.x.numerator), int(c.x.denominator)))
assert same(f, combine(*[(num(c.p, c.q), r2pow[m]) for m, c in enumerate(radial)]))
result = sp.Poly(radial[0] + sum(radial[k] * sum(c * xs**m for m, c in enumerate(q[k]))
                                 for k in (1, 2, 3)), xs)
p_coeffs = result.all_coeffs()[::-1]
assert same(P, in_X(p_coeffs))
assert sp.expand(result.as_expr() - xs * (xs - 1) * (xs - 2)) == 0
print("Example A: P = sum_ijk Ji Jj Jk Ji Jj Jk")
print("  P = S(f), f =", show(radial, "(r^2)"))
print("  P =", show(p_coeffs, "X"), "=", sp.factor(result.as_expr()))


def spin(twoj):
    j = twoj / 2
    m = j - np.arange(twoj + 1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    minus = plus.conj().T
    return [(plus + minus) / 2, (plus - minus) / 2j, np.diag(m).astype(complex)]


print("  j | X | P from matrices | P from formula")
for twoj in range(1, 7):
    M = spin(twoj)
    mat = sum(M[i] @ M[j] @ M[k] @ M[i] @ M[j] @ M[k]
              for i, j, k in product(range(3), repeat=3))
    x_value = twoj * (twoj + 2) / 4
    formula = float(result.eval(sp.Rational(twoj * (twoj + 2), 4)))
    assert np.allclose(mat, formula * np.eye(twoj + 1), atol=1e-8)
    mean = np.trace(mat).real / (twoj + 1)
    print(f"  {twoj / 2:.1f} | {x_value:.2f} | {mean + 0.0:.6f} | {formula:.6f}"
          .replace("-0.000000", "0.000000"))


# S(r^8) on spin matrices by summing all orderings recursively
def symmetrised_r_power(M, k):
    @lru_cache(maxsize=None)
    def all_orders(a, b, c):
        if a + b + c == 0:
            return np.eye(len(M[0]), dtype=complex)
        total = np.zeros_like(M[0])
        for i, e in enumerate((a, b, c)):
            if e:
                total = total + M[i] @ all_orders(*shifted((a, b, c), [(i, -1)]))
        return total
    out = np.zeros_like(M[0])
    for a, b, c in monomials(k):
        multi = factorial(k) / (factorial(a) * factorial(b) * factorial(c))
        orders = factorial(2 * k) / (factorial(2 * a) * factorial(2 * b) * factorial(2 * c))
        out = out + multi / orders * all_orders(2 * a, 2 * b, 2 * c)
    return out


for twoj in range(1, 8):
    x_value = twoj * (twoj + 2) / 4
    value = sum(float(c) * x_value**m for m, c in enumerate(q[4]))
    assert np.allclose(symmetrised_r_power(spin(twoj), 4),
                       value * np.eye(twoj + 1), rtol=1e-9, atol=1e-8)

# Example B: commuting on spin 1/2 + spin 1, but not in the abstract algebra
G = combine((num(16, 3), normal((0, 0))), (-num(16, 3), normal((0, 0, 0, 0))))
assert any(comm(Jk, G) for Jk in J)
g_poly = sp.Rational(16, 3) * (xs / 3 - sum(c * xs**m for m, c in enumerate(q[2])) / 5)
g_coeffs = sp.Poly(g_poly, xs).all_coeffs()[::-1]
assert same(invariant_part(G, 4, D), in_X(g_coeffs))
print("Example B: G = (16/3)(Jx^2 - Jx^4)")
print("  invariant part of G =", show(g_coeffs, "X"), "=", sp.factor(g_poly))


def G_matrix(M):
    square = M[0] @ M[0]
    return 16 / 3 * (square - square @ square)


def largest_commutator(M, A):
    return max(np.linalg.norm(m @ A - A @ m) for m in M)


both = [block_diag(a, b) for a, b in zip(spin(1), spin(2))]
G_both = G_matrix(both)
X_both = sum(m @ m for m in both)
G_from_X = sum(float(c) * np.linalg.matrix_power(X_both, m)
               for m, c in enumerate(g_coeffs))
assert largest_commutator(both, G_both) < 1e-12
assert np.allclose(G_both, G_from_X, atol=1e-12)
assert np.allclose(G_both, np.diag([1, 1, 0, 0, 0]), atol=1e-12)
print("  spin 1/2 + spin 1: G on spin 1/2 =", f"{G_both[0, 0].real:.6f},",
      "G on spin 1 =", f"{abs(G_both[2, 2]):.6f}")
M = spin(3)
G_32 = G_matrix(M)
eigenvalues = np.linalg.eigvalsh(G_32)
average = np.trace(G_32).real / 4
formula = float(g_poly.subs(xs, sp.Rational(15, 4)))
assert largest_commutator(M, G_32) > 1
assert abs(average - formula) < 1e-10
print("  spin 3/2: eigenvalues of G =", ", ".join(f"{v:.4f}" for v in eigenvalues))
print(f"  spin 3/2: mean of G = {average:.4f}, invariant part = {formula:.4f}")
print(f"  spin 3/2: largest norm of [J_k,G] = {largest_commutator(M, G_32):.4f}")

print("no test failed")
```

Output:

```
All quantities are dimensionless (hbar = 1); X = J^2
identities [J_k,S(f)] = S(L_k f) checked, degree 0 to 5: 168
L^2 eigenvalues (multiplicity), degree 5: 2 (x3), 12 (x7), 30 (x11)
L^2 eigenvalues (multiplicity), degree 6: 0 (x1), 6 (x5), 20 (x9), 42 (x13)
max degree | all ordered monomials | independent commuting polynomials
  0 | 1 | 1
  1 | 4 | 1
  2 | 10 | 2
  3 | 20 | 2
  4 | 35 | 3
  5 | 56 | 3
  6 | 84 | 4
S(r^2) = (1)*X^1
S(r^4) = (1)*X^2 + (-1/3)*X^1
S(r^6) = (1)*X^3 + (-1)*X^2 + (1/3)*X^1
S(r^8) = (1)*X^4 + (-2)*X^3 + (9/5)*X^2 + (-3/5)*X^1
Example A: P = sum_ijk Ji Jj Jk Ji Jj Jk
  P = S(f), f = (1)*(r^2)^3 + (-2)*(r^2)^2 + (1)*(r^2)^1
  P = (1)*X^3 + (-3)*X^2 + (2)*X^1 = X*(X - 2)*(X - 1)
  j | X | P from matrices | P from formula
  0.5 | 0.75 | 0.234375 | 0.234375
  1.0 | 2.00 | 0.000000 | 0.000000
  1.5 | 3.75 | 18.046875 | 18.046875
  2.0 | 6.00 | 120.000000 | 120.000000
  2.5 | 8.75 | 457.734375 | 457.734375
  3.0 | 12.00 | 1320.000000 | 1320.000000
Example B: G = (16/3)(Jx^2 - Jx^4)
  invariant part of G = (-16/15)*X^2 + (32/15)*X^1 = -16*X*(X - 2)/15
  spin 1/2 + spin 1: G on spin 1/2 = 1.000000, G on spin 1 = 0.000000
  spin 3/2: eigenvalues of G = -15.0000, -15.0000, 1.0000, 1.0000
  spin 3/2: mean of G = -7.0000, invariant part = -7.0000
  spin 3/2: largest norm of [J_k,G] = 27.7128
no test failed
```
